# Photoelectron Intensity of a Sphere: From Volume to Projected Area: a numerical check

```python
"""
Straight-line photoelectron signal of an isolated homogeneous sphere.
Result under test, as effective emitting volume I/(K n):
    G(R) = pi L [R^2 - (L^2/2) (1 - (1+x) exp(-x))],  x = 2R/L
R: sphere radius; L: attenuation length; n: emitter density;
K: detected rate per emitter without attenuation.
G tends to 4 pi R^3/3 for R << L and to pi R^2 L for R >> L.
The local exponent is p = d ln G / d ln R.
All lengths are in nm.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq


def signal(R, L):
    x = 2 * R / L
    return np.pi * L * (R**2 - L**2 / 2 * (1 - (1 + x) * np.exp(-x)))


def volume(R):
    return 4 * np.pi * R**3 / 3


def area_law(R, L):
    return np.pi * R**2 * L


def exponent(R, L):
    x = 2 * R / L
    return 2 * (1 - np.exp(-x)) * area_law(R, L) / signal(R, L)


# Gauss grid in spherical coordinates, split at the equator
nodes_r, weights_r = np.polynomial.legendre.leggauss(300)
nodes_m, weights_m = np.polynomial.legendre.leggauss(200)
unit_r = (nodes_r + 1) / 2
unit_m = (nodes_m + 1) / 2
cosines = np.concatenate([-unit_m, unit_m])[None, :]
cos_weights = np.concatenate([weights_m, weights_m])[None, :] / 2


def volume_integral(R, function):
    r = R * unit_r[:, None]
    weight = 2 * np.pi * r**2 * (R * weights_r[:, None] / 2) * cos_weights
    return np.sum(weight * function(r, cosines))


def path_to(r, mu, radius):
    return -r * mu + np.sqrt(radius**2 - r**2 * (1 - mu**2))


def direct_signal(R, L, shell=0.0, L_shell=1.0):
    """Integrate survival over emitters, optionally under a shell."""
    def survival(r, mu):
        core = path_to(r, mu, R)
        outer = path_to(r, mu, R + shell)
        return np.exp(-core / L - (outer - core) / L_shell)
    return volume_integral(R, survival)


def direct_exponent(R, L, shell=0.0, L_shell=1.0):
    h = 0.01
    up = direct_signal(R * np.exp(h), L, shell, L_shell)
    down = direct_signal(R * np.exp(-h), L, shell, L_shell)
    return np.log(up / down) / (2 * h)


# Closed form and exponent against the defining volume integral
ratios = [0.05, 0.2, 0.75, 1.5, 3.0, 6.0, 10.0]
numeric_p = []
max_error = 0.0
for ratio in ratios:
    error = abs(signal(ratio, 1.0) / direct_signal(ratio, 1.0) - 1)
    max_error = max(max_error, error)
    assert error < 1e-5
    slope = direct_exponent(ratio, 1.0)
    assert abs(slope - exponent(ratio, 1.0)) < 2e-4
    numeric_p.append(slope)
assert np.all(np.diff(numeric_p) < 0)
assert 2 < min(numeric_p) and max(numeric_p) < 3

# Limits, mean escape path and intersection of the limiting laws
small = 0.02
small_series = 1 - 3 * small / 4 + 2 * small**2 / 5
assert abs(direct_signal(small, 1.0) / volume(small) - small_series) < 1e-5
large = 10.0
large_series = 1 - 1 / (2 * large**2)
large_ratio = direct_signal(large, 1.0) / area_law(large, 1.0)
assert abs(large_ratio - large_series) < 1e-5
mean_path = volume_integral(1.0, lambda r, m: path_to(r, m, 1.0)) / volume(1.0)
assert abs(mean_path - 0.75) < 1e-5
x = sp.symbols("x", positive=True)
F_symbolic = 1 - 2 * (1 - (1 + x) * sp.exp(-x)) / x**2
series = sp.series(3 * F_symbolic / (2 * x), x, 0, 3).removeO()
assert sp.simplify(series - (1 - 3 * x / 8 + x**2 / 10)) == 0
crossing = brentq(lambda R: volume(R) - area_law(R, 1.0), 0.1, 5)
assert abs(crossing - 0.75) < 1e-9

# Rough typical inputs: gold spheres, Au 4f electrons, Al K-alpha
L = 1.8
energy = 1400.0          # eV, outside the sphere
transport = 5.0          # nm, elastic transport mean free path
barrier = 15.0           # eV, inner potential
xray_length = 250.0      # nm
shell, L_shell = 0.5, 3.5
density, molar_mass = 19.3, 197.0    # g/cm3, g/mol
atoms_per_nm3 = density * constants.N_A / molar_mass * 1e-21
radii = [0.5, 1.0, 2.0, 5.0, 10.0]

R_volume = brentq(lambda R: signal(R, L) / volume(R) - 0.9, 0.02, 5)
R_area = brentq(lambda R: signal(R, L) / area_law(R, L) - 0.9, 0.5, 50)
R_middle = brentq(lambda R: exponent(R, L) - 2.5, 0.1, 20)

# Elastic scattering: isotropic redirection after transport-length flights
rng = np.random.default_rng(12345)
samples = 300000


def isotropic(count):
    v = rng.normal(size=(count, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]


def escaping_weight(position, direction, R, free_path):
    count = len(position)
    weight = np.ones(count)
    total = 0.0
    while len(weight):
        along = np.sum(position * direction, axis=1)
        inside = along**2 + R**2 - np.sum(position**2, axis=1)
        to_surface = -along + np.sqrt(np.maximum(inside, 0))
        step = rng.exponential(free_path, len(weight))
        out = step >= to_surface
        total += np.sum(weight[out] * np.exp(-to_surface[out] / L))
        stay = ~out
        position = position[stay] + direction[stay] * step[stay, None]
        weight = weight[stay] * np.exp(-step[stay] / L)
        alive = weight > 1e-6
        position, weight = position[alive], weight[alive]
        direction = isotropic(len(weight))
    return total / count


def from_volume(R, free_path):
    position = isotropic(samples) * R * rng.random(samples)[:, None]**(1 / 3)
    return escaping_weight(position, isotropic(samples), R, free_path)


def absorbed_from_surface(R, free_path):
    """Absorbed fraction for cosine-law entry through the surface."""
    position = np.tile([0.0, 0.0, -R], (samples, 1))
    cos2 = rng.random(samples)
    phi = 2 * np.pi * rng.random(samples)
    sine = np.sqrt(1 - cos2)
    direction = np.column_stack(
        [sine * np.cos(phi), sine * np.sin(phi), np.sqrt(cos2)])
    return 1 - escaping_weight(position, direction, R, free_path)


R_test = 5.0
straight = from_volume(R_test, 1e12)
assert abs(straight * volume(R_test) / signal(R_test, L) - 1) < 0.015
entry = absorbed_from_surface(R_test, 1e12)
assert abs(entry * area_law(R_test, L) / signal(R_test, L) - 1) < 0.005
scattered_volume = from_volume(R_test, transport) * volume(R_test)
scattered_entry = (absorbed_from_surface(R_test, transport)
                   * area_law(R_test, L))
assert abs(scattered_volume / scattered_entry - 1) < 0.015
elastic = [absorbed_from_surface(R, transport) * area_law(R, L)
           / signal(R, L) for R in radii]
assert all(value < 1 for value in elastic[2:])
assert elastic[-1] < elastic[1]

# Contamination shell: volume integral checked by an integral over chords
shell_ratio = []
for R in radii:
    covered = direct_signal(R, L, shell, L_shell)

    def chord_term(u):
        extra = np.sqrt(u**2 + 2 * R * shell + shell**2) - u
        emitted = L * (1 - np.exp(-2 * u / L))
        return 2 * np.pi * u * emitted * np.exp(-extra / L_shell)
    by_chords = quad(chord_term, 0, R, epsabs=1e-10, epsrel=1e-9)[0]
    assert abs(covered / by_chords - 1) < 1e-5
    shell_ratio.append(covered / signal(R, L))

# Surface-barrier trapping, checked by sampling incidence angles
barrier_fraction = barrier / (energy + barrier)
trapped = [signal(R * np.sqrt(barrier_fraction), L) / signal(R, L)
           for R in radii]
points = isotropic(1000000) * radii[-1] * rng.random(1000000)[:, None]**(1 / 3)
b2 = points[:, 0]**2 + points[:, 1]**2
half_chord = np.sqrt(radii[-1]**2 - b2)
survival = np.exp(-(half_chord - points[:, 2]) / L)
reflected = b2 / radii[-1]**2 > 1 - barrier_fraction
sampled_trapping = np.sum(survival[reflected]) / np.sum(survival)
assert abs(sampled_trapping / trapped[-1] - 1) < 0.15  # sampling noise

print("INPUTS (rough typical values, gold, Au 4f, Al K-alpha)")
print(f"attenuation length L = {L:.2f} nm")
print(f"electron kinetic energy = {energy:.0f} eV")
print(f"elastic transport mean free path = {transport:.1f} nm")
print(f"inner potential = {barrier:.0f} eV")
print(f"X-ray attenuation length = {xray_length:.0f} nm")
print(f"shell thickness = {shell:.2f} nm")
print(f"shell attenuation length = {L_shell:.2f} nm")
print(f"gold density = {density:.1f} g/cm3")
print(f"gold molar mass = {molar_mass:.0f} g/mol")
print(f"atom density = {atoms_per_nm3:.2f} nm^-3")
print("TESTS AND CROSSOVER")
print(f"largest relative error of closed form = {max_error:.1e}")
print(f"mean escape path / R = {mean_path:.5f}")
print(f"limiting laws intersect at R = {crossing * L:.3f} nm")
print(f"signal / either law there = "
      f"{signal(crossing * L, L) / area_law(crossing * L, L):.4f}")
print(f"exponent there = {exponent(crossing * L, L):.4f}")
print(f"exponent 2.5 at R = {R_middle:.3f} nm, R/L = {R_middle / L:.4f}")
print(f"signal = 0.9 volume law at R = {R_volume:.3f} nm, "
      f"R/L = {R_volume / L:.4f}")
print(f"signal = 0.9 area law at R = {R_area:.3f} nm, "
      f"R/L = {R_area / L:.4f}")
print("SIGNAL: R, G=I/(Kn), V, pi R^2 L (nm; nm^3 for the rest)")
for R in radii:
    print(f"{R:5.1f} {signal(R, L):10.4f} {volume(R):10.4f} "
          f"{area_law(R, L):10.4f}")
print("RATIOS: R (nm), x, G/V=escape fraction, G/(pi R^2 L), p, atoms")
for R in radii:
    print(f"{R:5.1f} {2 * R / L:8.4f} {signal(R, L) / volume(R):8.4f} "
          f"{signal(R, L) / area_law(R, L):8.4f} {exponent(R, L):8.4f} "
          f"{atoms_per_nm3 * volume(R):10.0f}")
print("NEGLECTED: R (nm), signal ratio with elastic scattering,")
print("signal ratio with shell, exponent with shell,")
print("trapped fraction (%), upper bound on X-ray loss (%)")
for i, R in enumerate(radii):
    xray_bound = 100 * (1 - np.exp(-2 * R / xray_length))
    print(f"{R:5.1f} {elastic[i]:7.3f} {shell_ratio[i]:7.3f} "
          f"{direct_exponent(R, L, shell, L_shell):7.3f} "
          f"{100 * trapped[i]:7.2f} {xray_bound:7.2f}")
print("no test failed")
```

Output:

```
INPUTS (rough typical values, gold, Au 4f, Al K-alpha)
attenuation length L = 1.80 nm
electron kinetic energy = 1400 eV
elastic transport mean free path = 5.0 nm
inner potential = 15 eV
X-ray attenuation length = 250 nm
shell thickness = 0.50 nm
shell attenuation length = 3.50 nm
gold density = 19.3 g/cm3
gold molar mass = 197 g/mol
atom density = 59.00 nm^-3
TESTS AND CROSSOVER
largest relative error of closed form = 6.2e-09
mean escape path / R = 0.75000
limiting laws intersect at R = 1.350 nm
signal / either law there = 0.6070
exponent there = 2.5599
exponent 2.5 at R = 1.609 nm, R/L = 0.8937
signal = 0.9 volume law at R = 0.259 nm, R/L = 0.1437
signal = 0.9 area law at R = 3.879 nm, R/L = 2.1548
SIGNAL: R, G=I/(Kn), V, pi R^2 L (nm; nm^3 for the rest)
  0.5     0.4290     0.5236     1.4137
  1.0     2.8605     4.1888     5.6549
  2.0    16.6574    33.5103    22.6195
  5.0   132.4430   523.5988   141.3717
 10.0   556.3275  4188.7902   565.4867
RATIOS: R (nm), x, G/V=escape fraction, G/(pi R^2 L), p, atoms
  0.5   0.5556   0.8193   0.3034   2.8095         31
  1.0   1.1111   0.6829   0.5058   2.6522        247
  2.0   2.2222   0.4971   0.7364   2.4215       1977
  5.0   5.5556   0.2529   0.9368   2.1266      30892
 10.0  11.1111   0.1328   0.9838   2.0329     247133
NEGLECTED: R (nm), signal ratio with elastic scattering,
signal ratio with shell, exponent with shell,
trapped fraction (%), upper bound on X-ray loss (%)
  0.5   0.995   0.848   2.795    0.13    0.40
  1.0   0.988   0.839   2.634    0.15    0.80
  2.0   0.968   0.827   2.399    0.20    1.59
  5.0   0.938   0.809   2.102    0.35    3.92
 10.0   0.932   0.797   2.013    0.56    7.69
no test failed
```
